# Temperature of a Suspended EUV Pellicle from Radiative Balance

## Problem

A pellicle is a thin membrane held a few millimetres from an EUV mask to keep particles out of focus. Light crosses it on the way to the mask and again after reflection. Suppose that it absorbs $P=1\ \mathrm{W/cm^2}$ in total, averaged over the source pulses, and that each face has emissivity $\varepsilon=0.3$. The surroundings are black and at $T_a=300$ K.

(a) What is the steady temperature in vacuum, far from the frame?

(b) How does it change if the mask reflects thermal radiation, if hydrogen is present, or if the illumination lasts only for one passage through the exposure slit?

## Solution

### (a) Two faces radiating into open space

The power $P$ is counted once per unit membrane area, not once per face. If $t_1$ is the single-pass EUV transmission, $R_m$ the mask reflectivity and $I$ the incident intensity, the first pass deposits $I(1-t_1)$. The light returning from the mask has intensity $It_1R_m$ and deposits a fraction $1-t_1$ of it, so

$$P=I(1-t_1)(1+t_1R_m).$$

For $t_1=0.90$ and $R_m=0.65$ the absorbed fraction is 0.1585, and $P=1\ \mathrm{W/cm^2}$ implies $I=6.3\ \mathrm{W/cm^2}$.

A black face emits $\sigma T^4$ per unit area, where $\sigma$ is the Stefan-Boltzmann constant. The hemispherical total emissivity $\varepsilon$ is the ratio of the real emission, summed over wavelength and direction, to this value. Two faces therefore emit $2\varepsilon\sigma T^4$. By Kirchhoff's law the film absorbs as well as it emits at each wavelength and direction. If its emissivity varies little over the thermal spectrum (a gray film), it absorbs $2\varepsilon\sigma T_a^4$ from the surroundings. In the steady state

$$P=2\varepsilon\sigma\,(T^4-T_a^4),\qquad T=\left[T_a^4+\frac{P}{2\varepsilon\sigma}\right]^{1/4}.$$

With $P=10^4\ \mathrm{W/m^2}$,

$$\frac{P}{2\varepsilon\sigma}=\frac{10^4}{2(0.3)(5.670\times10^{-8})}\ \mathrm{K^4}=2.939\times10^{11}\ \mathrm{K^4}.$$

Adding $T_a^4=0.081\times10^{11}\ \mathrm{K^4}$ and taking the fourth root gives

$$T=741\ \mathrm K\quad(468\ ^\circ\mathrm C).$$

Without the ambient term the result would be 736 K, so the room contributes only 5 K. For $P\to0$ the formula returns $T_a$. For strong heating it tends to $T\propto(P/\varepsilon)^{1/4}$.

The fourth root softens errors in $\varepsilon$ but does not remove them. Differentiating at fixed $P$ gives

$$4T^3\frac{dT}{d\varepsilon}=-\frac{P}{2\varepsilon^2\sigma}=-\frac{T^4-T_a^4}{\varepsilon},$$

where the last step uses the balance itself. Near $\varepsilon=0.3$ this means $-6$ K for each $+0.01$ in emissivity. A poor emitter is another matter: at the same absorbed power, $\varepsilon=0.10$ gives 971 K and $\varepsilon=0.03$ gives 1310 K.

### (b1) A mask that reflects thermal radiation

The mask now sends back what the lower face emits. What happens next depends on whether the film transmits or reflects this radiation, and $\varepsilon$ alone does not say which.

Take the film as a conducting sheet of resistance $R_s$ per square, much thinner than the thermal wavelength. Let $\mu=\cos\theta$, with $\theta$ measured from the normal, and let $Z_0$ be the impedance of free space. The ratio of tangential magnetic to tangential electric field in a plane wave is $Y=\mu/Z_0$ for s polarization and $Y=1/(\mu Z_0)$ for p polarization. At the sheet the tangential electric field is continuous, while the magnetic field jumps by the sheet current. For amplitude coefficients $r$ and $t$,

$$1+r=t,\qquad Y(1-r)=Yt+\frac{t}{R_s}.$$

Define $y=1/(R_sY)$ and $x=Z_0/R_s$, so that $y=x/\mu$ for s and $y=x\mu$ for p. The second condition becomes $1-r=(1+y)t$. Adding the first gives $2=(2+y)t$, hence

$$t=\frac{2}{2+y},\qquad r=-\frac{y}{2+y}.$$

The reflected, transmitted and absorbed fractions of the power are

$$\mathcal R=\frac{y^2}{(2+y)^2},\quad \mathcal T=\frac{4}{(2+y)^2},\quad a=1-\mathcal R-\mathcal T=\frac{4y}{(2+y)^2}.$$

By Kirchhoff's law $a$ is also the emissivity in that direction. Weighting by projected area and averaging the two polarizations gives

$$\varepsilon=\int_0^1\mu\,(a_s+a_p)\,d\mu .$$

Because $a$ is small for both small and large $y$, two sheets have $\varepsilon=0.3$: a mostly transmitting one with $R_s=836\ \Omega$ per square, and a mostly reflecting one with $R_s=42\ \Omega$ per square.

Now put a perfect, non-emitting mirror below a wide, uniformly heated sheet. The gap of 2.5 mm is much larger than the thermal wavelength, 3.9 µm at the peak of the Planck spectrum per unit wavelength, so powers are added rather than amplitudes. Radiation emitted downward returns to the sheet. On each return a fraction $\mathcal T$ escapes upward and a fraction $\mathcal R$ goes back to the mirror. The fraction that finally escapes is

$$\mathcal T(1+\mathcal R+\mathcal R^2+\cdots)=\frac{\mathcal T}{1-\mathcal R}=\frac{4}{(2+y)^2-y^2}=\frac1{1+y}.$$

The upper face emits $a$ directly, so the total directional emissivity is

$$a+\frac{a}{1+y}=a\,\frac{2+y}{1+y}=\frac{4y}{(2+y)(1+y)}.$$

Its hemispherical average, $\varepsilon_{\rm tot}$, replaces $2\varepsilon=0.6$ in the balance. It is 0.489 for the transmitting sheet and 0.342 for the reflecting one, giving 779 K and 851 K. The reflecting sheet is hotter because little of the returned radiation gets through it. A real mask is not a perfect mirror, so these are limiting cases of the sheet model. They also assume a wide heated area. In a scanner only a strip a few millimetres wide is heated at a time, much of the returned radiation misses it, and the mirror raises the temperature less.

### (b2) Hydrogen

Consider first a gas so thin that molecules reach the film from surroundings at $T_a$ without collisions. With number density $n=p/(k_BT_a)$ and mean speed $\bar v=\sqrt{8k_BT_a/(\pi m)}$, the number striking unit area per unit time is

$$\Phi=\frac{n\bar v}{4}=\frac{p}{\sqrt{2\pi mk_BT_a}}.$$

Fast molecules strike more often. With $s^2=mv^2/(2k_BT)$, the mean translational energy of those that strike is therefore

$$k_BT\,\frac{\int_0^\infty s^5e^{-s^2}ds}{\int_0^\infty s^3e^{-s^2}ds}=k_BT\,\frac{1}{1/2}=2k_BT.$$

Classical rotation of the diatomic molecule adds $k_BT$; vibration is taken as frozen. If a fraction $\alpha$ of the possible energy exchange takes place, two faces lose

$$q=h(T-T_a),\qquad h=2\alpha\Phi\,(3k_B).$$

For $p=5$ Pa and $\alpha=0.3$, $h=13.3\ \mathrm{W/(m^2K)}$. The balance

$$P=\varepsilon_{\rm tot}\sigma(T^4-T_a^4)+h(T-T_a)$$

with an open view, $\varepsilon_{\rm tot}=0.6$, gives 641 K. The gas then carries 45% of the heat.

This probably overstates the cooling by still gas. The mean free path is 2.6 mm, close to the gap, so molecules collide on the way and some of those reaching the film are already warm. Molecules also come back warm from the nearby mask if they exchange only part of their energy there. Still, gas cannot be dismissed: in this model 0.47 Pa is enough to lower the temperature by 10 K.

### (b3) A single passage through the slit

Let $C=\rho c_pd$ be the heat capacity per unit area, and call the steady vacuum temperature $U$. Since $P=2\varepsilon\sigma(U^4-T_a^4)$,

$$C\frac{dT}{dt}=P-2\varepsilon\sigma(T^4-T_a^4)=2\varepsilon\sigma(U^4-T^4).$$

Separate the variables and use

$$\frac1{U^4-T^4}=\frac1{2U^2}\left[\frac1{U^2-T^2}+\frac1{U^2+T^2}\right].$$

Integration from $T_a$ gives

$$t=2\tau\left[\operatorname{artanh}\frac{T'}{U}+\arctan\frac{T'}{U}\right]_{T'=T_a}^{T'=T},\qquad \tau=\frac{C}{8\varepsilon\sigma U^3}.$$

The same $\tau$ governs small departures $\delta=T-U$, for which $C\dot\delta=-8\varepsilon\sigma U^3\delta$.

A silicon-based membrane with $d=50$ nm, $\rho=2330\ \mathrm{kg/m^3}$ and $c_p=850\ \mathrm{J/(kg\,K)}$ has $C=0.099\ \mathrm{J/(m^2K)}$ and $\tau=1.8$ ms. An 8 mm slit crossed at 1.2 m/s gives 6.7 ms of heating. Starting from 300 K, with $P$ constant across the slit, the film leaves at 710 K, about 31 K below the steady value. The heat capacity of a metal coating is left out; 4 nm of a metal like molybdenum adds about $0.011\ \mathrm{J/(m^2K)}$ and lowers the exit temperature to about 697 K.

At a pulse rate $f=50$ kHz each pulse deposits $P/f$ and raises the temperature by $P/(fC)=2.0$ K. Averaging over pulses is therefore adequate for the membrane temperature.

### Cases compared

All rows have $P=1\ \mathrm{W/cm^2}$ and $T_a=300$ K. Except in the last two rows, $\varepsilon=0.3$ per face.

| Case | $T$ (K) |
|---|---:|
| Vacuum, open view, steady | 741 |
| Vacuum, mirror, transmitting sheet | 779 |
| Vacuum, mirror, reflecting sheet | 851 |
| Hydrogen, open view | 641 |
| Hydrogen, mirror, transmitting sheet | 664 |
| Hydrogen, mirror, reflecting sheet | 704 |
| Vacuum, open view, slit exit | 710 |
| Vacuum, open view, $\varepsilon=0.10$ | 971 |
| Vacuum, open view, $\varepsilon=0.03$ | 1310 |

In the collisionless gas model with the chosen parameters, hydrogen outweighs even a perfect mirror: both combined cases lie below 741 K. For the reflecting sheet the margin is only 37 K, and it vanishes if $h$ falls from 13.3 to about $9.8\ \mathrm{W/(m^2K)}$, a drop of 27%. Collisions in the gas, a lower pressure or weaker energy exchange at film or mask could therefore reverse the ordering.

### Conduction and the real film

Near the frame, in-plane conduction obeys

$$kd\,T''=2\varepsilon\sigma(T^4-U^4)\approx8\varepsilon\sigma U^3(T-U),$$

so the disturbance finally decays over $L=\sqrt{kd/(8\varepsilon\sigma U^3)}$. With $k=20\ \mathrm{W/(m\,K)}$, $L=0.13$ mm. The full nonlinear profile from a 300 K frame comes within 1% of $U$ after 0.59 mm. Conduction in a metal coating, left out here, would widen this zone somewhat, but the frame still does not cool the middle of a membrane many millimetres wide.

Across the thickness, uniform heating $P/d$ gives $-kT''=P/d$. With equal face temperatures, the middle is hotter than the faces by $(P/d)(d/2)^2/(2k)=Pd/(8k)$, about $3\times10^{-6}$ K. One temperature suffices for the whole thickness.

The example is set in the regime of a high-power EUV scanner with a metal-coated silicon-based pellicle. Its material, optical, scan and gas values are rough typical ones. Such a scanner breaks several assumptions of (a). Vacuum is one of them: in the collisionless gas model, hydrogen at 5 Pa lowers the open-view estimate by about 100 K. The value $\varepsilon=0.3$ also relies on the coating. As a size estimate, take 4 nm of metal with the lower sheet resistance and an assumed, rather short electron relaxation time of 1 fs, on 50 nm of silicon with infrared index 3.4. At the 3.9 µm peak the emissivities are 0.31 on the metal side and 0.32 on the silicon side. Used as total emissivities, they give 733 K; weighting the emissivity over the whole Planck spectrum gives 735 K. For this relaxation time the shift is much smaller than in the gas and wide-mirror cases above. However, 1 fs at this conductivity implies a Drude plasma energy of 17 eV, which is high for a coating metal. At the same sheet resistance, a longer relaxation time lowers both emissivities and makes the film hotter. With Planck weighting the temperature is about 748 K at 5 fs (plasma energy 7.6 eV), 799 K at 10 fs and 950 K at 20 fs. The infrared response of the coating can therefore matter as much as the gas or the mirror.

## Computed values

```
Absorbed power: 1.00 W/cm^2; emissivity per face: 0.30
Ambient temperature: 300 K
Stefan-Boltzmann constant: 5.670374e-08 W/(m^2 K^4)
P/(2 eps sigma): 2.9393e+11 K^4; Ta^4: 8.100e+09 K^4
Steady temperature: 741.3 K = 468.2 deg C
Without ambient radiation: 736.3 K
Temperature change per +0.01 emissivity: -6.01 K
Temperature at emissivity 0.03: 1310 K
Temperature at emissivity 0.10: 971 K
EUV single-pass transmission: 0.90
Mask EUV reflectivity: 0.65
Absorbed fraction, two passes: 0.1585
Implied incident intensity: 6.31 W/cm^2
Wien wavelength: 3.91 um
Transmitting sheet: x = 0.451, resistance = 836.1 ohm/square
  total emissivity above mirror: 0.489
  temperature above mirror: 779 K; with hydrogen: 664 K
Reflecting sheet: x = 8.877, resistance = 42.4 ohm/square
  total emissivity above mirror: 0.342
  temperature above mirror: 851 K; with hydrogen: 704 K
Metal thickness: 4.0 nm; electron time: 1.0 fs
Silicon infrared index: 3.4
Coated-film emissivity, metal side: 0.306
Coated-film emissivity, silicon side: 0.323
Temperature with coated-film emissivities: 733 K
Membrane thickness: 50 nm; density: 2330 kg/m^3
Specific heat: 850 J/(kg K)
Areal heat capacity: 0.0990 J/(m^2 K)
Relaxation time: 1.79 ms
Slit width: 8.0 mm; mask speed: 1.20 m/s
Slit dwell: 6.67 ms; temperature at exit: 709.9 K
Pulse rate: 50 kHz; pulse ripple: 2.02 K
Thermal conductivity: 20 W/(m K)
Frame decay length: 0.134 mm
Distance to within 1 percent of steady T: 0.591 mm
Temperature drop, middle to face: 3.13e-06 K
Hydrogen pressure: 5.0 Pa; accommodation: 0.30
Hydrogen molecular diameter: 0.27 nm
Mean free path: 2.56 mm; mask gap: 2.50 mm
Gas heat-transfer coefficient, two faces: 13.31 W/(m^2 K)
Temperature with hydrogen, open view: 640.8 K
Gas share of heat loss: 45.4 percent
Hydrogen pressure for a 10 K reduction: 0.47 Pa
```
